# Density-matrix response with a changing overlap and fractional occupation, part 2

The problem is the first-order response of the one-particle density matrix when a perturbation changes both the Hermitian matrix $H$ and the positive definite overlap matrix $S$, as a displacement of atoms does in the ultrasoft and PAW methods. Orbitals and levels obey

$$H|n\rangle=e_nS|n\rangle,\qquad \langle m|S|n\rangle=\delta_{mn}. \tag{1}$$

Both matrices depend on a real parameter $x$,

$$H(x)=H+xH_1+o(x),\qquad S(x)=S+xS_1+o(x), \tag{2}$$

where $o(x)$ vanishes faster than $x$. The elements of the perturbation are $h_{mn}=\langle m|H_1|n\rangle$ and $s_{mn}=\langle m|S_1|n\rangle$. A dot denotes $d/dx$ at $x=0$, and a prime on $f$ the derivative with respect to energy.

The density matrix is $P=\sum_nf_n|n\rangle\langle n|$ with $f_n=f(e_n)$, and the numbers $p_{mn}$ are defined by $\dot P=\sum_{mn}|m\rangle p_{mn}\langle n|$. For a smooth occupation function $f$ that does not change with $x$,

$$p_{mn}=\frac{(f_n-f_m)h_{mn}-(f_ne_n-f_me_m)s_{mn}}{e_n-e_m}\quad(e_n\neq e_m), \tag{24}$$

$$p_{mn}=f'(e)(h_{mn}-e\,s_{mn})-f(e)\,s_{mn}\quad(e_n=e_m=e). \tag{25}$$

Equation (25) holds for any $S$-orthonormal choice of orbitals within a degenerate level. Both cases follow from a contour integral over small circles $\Gamma$ around the levels,

$$p_{mn}=\frac{1}{2\pi i}\oint_\Gamma\frac{g(z)}{(z-e_m)(z-e_n)}\,dz,\qquad
g(z)=f(z)\,(h_{mn}-z\,s_{mn}). \tag{22}$$

For distinct levels, (24) was also derived from the orbital response $|\dot n\rangle=\sum_m|m\rangle c_{mn}$, with

$$\dot e_n=h_{nn}-e_ns_{nn},\qquad
c_{mn}=\frac{h_{mn}-e_ns_{mn}}{e_n-e_m}\ (m\neq n),\qquad
c_{nn}+c_{nn}^*=-s_{nn}. \tag{11}$$

The Fermi-Dirac function, with chemical potential $\mu$ and thermal energy $T$, is

$$f(e)=\frac{1}{e^{(e-\mu)/T}+1}. \tag{8}$$

For a pair of levels, let $\Delta=e_n-e_m$, $\bar e=(e_n+e_m)/2$ and $\bar f=(f_n+f_m)/2$.

**Proposition 1.** For $\Delta\neq0$,

$$p_{mn}=D\,(h_{mn}-\bar e\,s_{mn})-\bar f\,s_{mn},\qquad D=\frac{f_n-f_m}{\Delta}. \tag{26}$$

For small $\Delta$, with $f$ and its derivatives taken at $\bar e$,

$$p_{mn}=f'(h_{mn}-\bar e\,s_{mn})-f s_{mn}
+\Delta^2\left[\frac{f'''}{24}(h_{mn}-\bar e\,s_{mn})-\frac{f''}{8}s_{mn}\right]+O(\Delta^4). \tag{27}$$

*Proof.* Multiply out the two products

$$\bar f(e_n-e_m)=\tfrac12(f_ne_n-f_ne_m+f_me_n-f_me_m),$$
$$\bar e(f_n-f_m)=\tfrac12(f_ne_n-f_me_n+f_ne_m-f_me_m).$$

In their sum the mixed terms cancel, so

$$f_ne_n-f_me_m=\bar f\,\Delta+\bar e\,(f_n-f_m). \tag{28}$$

Insert this in (24) and divide by $\Delta$ to get (26). For (27), expand $f_n=f(\bar e+\Delta/2)$ and $f_m=f(\bar e-\Delta/2)$. The even powers cancel in the difference and the odd powers cancel in the mean:

$$D=f'+\frac{\Delta^2}{24}f'''+O(\Delta^4),\qquad \bar f=f+\frac{\Delta^2}{8}f''+O(\Delta^4).$$

Putting these in (26) gives (27). $\blacksquare$

The degenerate formula is thus correct to first order in the gap, provided that it is evaluated at the mean energy. For the Fermi-Dirac function each derivative brings a factor $1/T$, so a gap small compared with $T$ suffices. The condition is not always needed: for two levels far below $\mu$ the derivatives of $f$ are exponentially small, and (24) and (25) both give nearly $-s_{mn}$ at any gap. The program tests the quadratic law on a five-level case with $T=0.5$ Ry, where the response is computed from the contour integral. The deviation from the degenerate value is $4.17\times10^{-4}$ at a gap of 0.2 Ry and $1.05\times10^{-4}$ at 0.1 Ry. The ratio is 3.99, close to the value 4 of the leading term.

In finite-precision arithmetic $f_n-f_m$ loses digits when the gap is small. For Fermi-Dirac occupation the loss can be avoided. Write

$$f(e)=\frac12\left[1-\tanh\frac{e-\mu}{2T}\right],\qquad a=\frac{e_n-\mu}{2T},\quad b=\frac{e_m-\mu}{2T}.$$

Since

$$\tanh a-\tanh b=\frac{\sinh a\cosh b-\cosh a\sinh b}{\cosh a\cosh b}=\frac{\sinh(a-b)}{\cosh a\cosh b}$$

and $a-b=\Delta/2T$,

$$D=-\frac{\sinh(\Delta/2T)}{2\Delta\cosh a\cosh b}. \tag{29}$$

For $\Delta\to0$ this tends to $-1/(4T\cosh^2a)$. Because $f(1-f)=\tfrac14(1-\tanh^2a)=1/(4\cosh^2a)$, the limit is

$$f'=-\frac{f(1-f)}{T}, \tag{30}$$

as direct differentiation of $f$ also gives. For 20 equally spaced gaps between $1\times10^{-10}$ and $3\times10^{-10}$ Ry at $T=0.05$ Ry, with both levels about 0.03 Ry above $\mu$, the largest error of the plain quotient, relative to a 50-digit evaluation, was $1\times10^{-7}$. That of (29) was $4\times10^{-16}$. The form (29) is meant for small nonzero gaps. At $\Delta=0$ it is replaced by (30), and in double precision $\sinh(\Delta/2T)$ overflows once $|\Delta|/2T$ exceeds about 710, where the plain quotient is used instead.

### Proposition 2: fixed electron number

The electron number in one spin channel is $N=\mathrm{Tr}(PS)=\sum_nf_n$. If it is held fixed, $\mu$ must follow the perturbation.

**Proposition 2.** Let $f$ depend on $e-\mu$, and let $\sum_nf'_n\neq0$, where $f'_n=f'(e_n)$. At fixed $N$, the elements (24) and (25) are supplemented by $-f'_n\dot\mu\,\delta_{mn}$, where

$$\dot\mu=\frac{\sum_nf'_n(h_{nn}-e_ns_{nn})}{\sum_nf'_n}. \tag{31}$$

*Proof.* Since $\partial f(e-\mu)/\partial\mu=-f'$, the change of $\mu$ adds $-\dot\mu\sum_nf'_n|n\rangle\langle n|$ to $\dot P$. This is the stated diagonal term. Conservation of $N$ requires

$$\mathrm{Tr}(\dot PS)+\mathrm{Tr}(PS_1)=0. \tag{32}$$

The first trace is $\sum_{mn}p_{mn}\langle n|S|m\rangle=\sum_np_{nn}$, and the second is $\sum_nf_ns_{nn}$. With the diagonal elements inserted,

$$\sum_n\big[f'_n(h_{nn}-e_ns_{nn}-\dot\mu)-f_ns_{nn}\big]+\sum_nf_ns_{nn}=0.$$

The terms with $f_ns_{nn}$ cancel, and solving for $\dot\mu$ gives (31). $\blacksquare$

A degenerate level enters (31) through the trace of its block, so the choice of orbitals does not matter. For Fermi-Dirac occupation at $T>0$ every $f'_n$ is negative. The denominator then cannot vanish, and $\dot\mu$ is an average of the first-order level shifts with the positive weights $-f'_n$. If $f'_n$ takes both signs, as in some smearing schemes, $\dot\mu$ can lie outside the range of the shifts.

### Proposition 3: occupations held as fixed numbers

**Proposition 3.** Let all levels be distinct and let the $f_n$ be numbers that do not change with $x$. The off-diagonal elements are again (24), and the diagonal ones are $p_{nn}=-f_ns_{nn}$.

*Proof.* Before any use is made of $f(e)$, the orbital derivation gives $p_{mn}=f_nc_{mn}+f_mc_{nm}^*+\dot f_n\delta_{mn}$, where $c_{mn}$ are the expansion coefficients of $d|n\rangle/dx$. The off-diagonal part led to (24) without any relation between $f_n$ and $e_n$. On the diagonal, $\dot f_n=0$ and $c_{nn}+c_{nn}^*=-s_{nn}$. $\blacksquare$

Equation (26) rests on (24) and the identity (28), so it holds here too. If $f_n\neq f_m$ stay fixed while $\Delta\to0$, the factor $D$ grows as $1/\Delta$, and the response stays bounded only if $h_{mn}-\bar e\,s_{mn}$ vanishes at least as fast as $\Delta$. If $f_n=f_m$, the first term is zero and $p_{mn}=-\bar f s_{mn}$ stays finite.

In the five-level case, with fixed occupations 0.8 and 0.5 on the close pair, $|p_{mn}|$ rises from 3.70 at a gap of 0.02 Ry to 7.31 at 0.01 Ry. The ratio, 1.98, differs from 2 because $-\bar fs_{mn}$ does not grow. Whether it falls below or above 2 depends on the phase of this term relative to the growing one. With that term removed, the program confirms a doubling to within $10^{-3}$.

The divergence has a plain cause. Unequal numbers assigned to two orbitals of a degenerate level do not define a density matrix until two particular orbitals are named, and a perturbation that splits the level names its own. To see which, take a degenerate level $e$ and let $E(x)$ and $|\psi(x)\rangle$ be a perturbed level and orbital that come from it. Multiply $H(x)|\psi\rangle=ES(x)|\psi\rangle$ by $\langle m|$, with $m$ in the degenerate level:

$$x\langle m|H_1-ES_1|\psi\rangle+o(x)=(E-e)\langle m|S|\psi\rangle. \tag{33}$$

Divide by $x$ and let $x\to0$, along a sequence for which $|\psi\rangle$ converges. The limit lies in the degenerate level, with some coefficients $v_n$. If $w$ is the limit of $(E-e)/x$, then

$$\sum_n(h_{mn}-e\,s_{mn})\,v_n=w\,v_m. \tag{34}$$

The initial slopes of the levels are thus eigenvalues of the block $h-es$. All of them occur, because the limits of the perturbed orbitals are $S$-orthonormal and span the level. In the basis of these eigenvectors (25) reads

$$p_{ab}=f'(e)\,w_a\delta_{ab}-f(e)\,s_{ab}. \tag{35}$$

At fixed $\mu$, each orbital gains or loses occupation as its own level moves, and the whole level is renormalized with the common occupation $f(e)$. With a smooth $f$ both orbitals start from the same occupation, so it does not matter that the perturbation selects them abruptly.

### Remark: related matrices with other elements

One can also work with $SPS$ in place of $P$. By the product rule its derivative is $S_1PS+S\dot PS+SPS_1$. Its elements between $\langle m|$ and $|n\rangle$ follow from $PS|n\rangle=f_n|n\rangle$ and $\langle m|SP=f_m\langle m|$:

$$\langle m|\frac{d(SPS)}{dx}|n\rangle=p_{mn}+(f_n+f_m)s_{mn}=D\,(h_{mn}-\bar e\,s_{mn})+\bar f s_{mn}. \tag{36}$$

The last form uses (26) and $f_n+f_m=2\bar f$. The sign of the renormalization term is reversed.

An observable $A$ that itself depends on $x$ has the response

$$\frac{d}{dx}\mathrm{Tr}(AP)=\sum_{mn}\langle n|A|m\rangle\,p_{mn}+\mathrm{Tr}(A_1P),\qquad A_1=\frac{dA}{dx}. \tag{37}$$

In ultrasoft and PAW calculations the operator of the charge density contains atom-centred terms that move with the atoms, and $A_1$ accounts for them. The sums run over all orbitals of the basis.

### Example: four model atoms on a ring

A ring of length 12 bohr carries four equal model atoms and is described by 25 plane waves with wave numbers $G$. In Rydberg units the kinetic energy is $G^2$. Each atom adds to $H$ a Gaussian well and a term $D_0|b\rangle\langle b|$, and to $S$ a term $q|b\rangle\langle b|$, where $|b\rangle$ is a normalized Gaussian projector on that atom. The well has area 0.6 Ry bohr and width 0.6 bohr. The projector has width 0.5 bohr, $D_0=0.5$ Ry and $q=0.3$. These are round model parameters and stand for no material. $H_1$ is prescribed, without self-consistency.

Two electrons of one spin at $T=0.05$ Ry give $\mu=0.2987$ Ry and the following lowest levels.

| level | $e$ (Ry) | $f$ |
|---|---|---|
| 0 | 0.0789 | 0.9878 |
| 1, 2 | 0.2975 | 0.5061 |
| 3 | 0.9866 | 0.000001 |

Levels 1 and 2 are a degenerate pair of standing waves. Let $E$ be the partner that is even about atom 0 and $O$ the odd one. The orbitals are taken real, with level 0 and $E$ positive at atom 0 and $O$ of positive slope there; the signs of the off-diagonal elements below depend on this choice. By (30), $f'=-0.5061\times0.4939/0.05=-5.00$ Ry$^{-1}$ at this level.

**Atom 0 moves.** Here $x$ is the displacement. Reflection about the original site turns $x$ into $-x$, so $\mu$ is an even function of $x$ and $\dot\mu=0$. For the same reason $H_1$ and $S_1$ are odd under reflection and couple even orbitals only to odd ones. Between $E$ and $O$ the program gives $h=0.02588$ Ry/bohr and $s=0.03958$ bohr$^{-1}$. Hence

$$h-es=0.02588-0.2975\times0.03958=0.0141\ \text{Ry/bohr}.$$

The diagonal elements in the pair vanish by parity, so by (34) the slopes are $\pm0.0141$ Ry/bohr. Half the splitting rate found by finite differences is also 0.0141 Ry/bohr. The response (25) is

$$p_{EO}=-5.00\times0.0141-0.5061\times0.03958=-0.0705-0.0200=-0.0905\ \text{bohr}^{-1}.$$

The first part moves occupation from the combination $(E+O)/\sqrt2$, whose level rises, to $(E-O)/\sqrt2$, whose level falls. The second part is the renormalization.

Between level 0, as $m$, and $O$, as $n$, the elements are $h=0.01558$ Ry/bohr and $s=0.02911$ bohr$^{-1}$. The pieces of (24) are

$$f_n-f_m=0.5061-0.9878=-0.4817,\qquad e_n-e_m=0.2185\ \text{Ry},$$
$$f_ne_n-f_me_m=0.1506-0.0780=0.0726\ \text{Ry},$$

so that

$$p_{0O}=\frac{-0.4817\times0.01558-0.0726\times0.02911}{0.2185}
=\frac{-0.00750-0.00211}{0.2185}=-0.0440\ \text{bohr}^{-1}.$$

Leaving out $S_1$ would give $-0.0343$ bohr$^{-1}$ with the energy origin used here, smaller in magnitude by 22% of the full value. This figure has no meaning apart from the origin: a shift by $c$ turns the truncated element into $D\,(h+cs)$ and leaves the full one unchanged. With the zero of energy at $\mu$, that is $c=-0.2987$ Ry, the truncated element is $-0.0152$ bohr$^{-1}$.

**Atom 0 changes strength.** Now $x$ is the relative change of everything that atom 0 adds to $H$ and $S$, so $S_1=q|b\rangle\langle b|$. The program gives $h_{EE}=0.03765$ Ry, $s_{EE}=0.06722$ and $h_{OO}=-0.00904$ Ry. The element $s_{OO}$ is zero, because the even projector has no overlap with the odd orbital. This perturbation is even under reflection about atom 0, so it does not couple $E$ to $O$, and by (34) the first-order level shifts are the diagonal elements

$$h_{EE}-e\,s_{EE}=0.03765-0.0200=0.01765\ \text{Ry},\qquad h_{OO}=-0.00904\ \text{Ry}.$$

By (30), level 0 has $f'_0=-0.9878\times0.0122/0.05=-0.24$ Ry$^{-1}$, so the denominator of (31) is $-10.24$ Ry$^{-1}$. The pair alone contributes $-5.00\times0.0086/(-10.24)=0.0042$ Ry to $\dot\mu$. The full value is $0.0046$ Ry, or 0.062 eV, and the difference comes almost wholly from level 0. The diagonal response of the pair is

$$p_{EE}=-5.00\,(0.01765-0.00459)-0.5061\times0.06722=-0.0653-0.0340=-0.0993,$$
$$p_{OO}=-5.00\,(-0.00904-0.00459)=0.0681.$$

Over all orbitals, $\mathrm{Tr}(\dot PS)=-0.0699$ and $\mathrm{Tr}(PS_1)=+0.0699$, as (32) requires. The trace of $\dot PS$ is not zero by itself, because it must offset the change that $S_1$ makes in $\mathrm{Tr}(PS)$.

For both perturbations the program compares every element of the response with finite differences of density matrices rebuilt from the perturbed eigenproblem. At fixed electron number the largest absolute disagreement is $1.8\times10^{-10}$, in bohr$^{-1}$ for the displacement and dimensionless for the change of strength.

## Values computed for the example and the checks

```
ring 12.0 bohr, atoms 4, plane waves 25
electrons (one spin) 2.0, T 0.05 Ry
well area 0.6 Ry bohr, well width 0.6 bohr
projector D 0.5 Ry, q 0.3, width 0.5 bohr
level 0: e = 0.078944 Ry, f = 0.987814
level 1: e = 0.297486 Ry, f = 0.506092
level 2: e = 0.297486 Ry, f = 0.506092
level 3: e = 0.986647 Ry, f = 0.000001
chemical potential: 0.298705 Ry
f' at the pair: -4.999258 1/Ry
-- atom 0 moves; element even-odd of the pair --
H1: 0.025880 Ry/bohr
S1: 0.039580 1/bohr
H1 - e S1: 0.014105 Ry/bohr
half splitting rate, finite diff.: 0.014105 Ry/bohr
term f'(H1 - e S1): -0.070516 1/bohr
term -f S1: -0.020031 1/bohr
p, degenerate limit: -0.090547 1/bohr
p, finite diff.: -0.090547 1/bohr
-- atom 0 moves; element level 0 - odd partner --
H1: 0.015579 Ry/bohr
S1: 0.029113 1/bohr
p, quotient: -0.044009 1/bohr
p, finite diff.: -0.044009 1/bohr
p with S1 left out: -0.034341 1/bohr
-- strength of atom 0 changes (per unit relative change) --
H1 even: 0.037650 Ry
S1 even: 0.067221
p even, formula: -0.099317
p even, finite diff.: -0.099317
H1 odd: -0.009035 Ry
S1 odd: 0.000000
p odd, formula: 0.068120
p odd, finite diff.: 0.068120
dmu, formula: 0.004591 Ry
dmu, finite diff.: 0.004591 Ry
dmu, formula: 0.062466 eV
Tr(P1 S): -0.069945
Tr(P S1): 0.069945
largest error, all elements: 1.8e-10
-- five-level case --
contour against formula, largest error: 9.5e-16
deviation from limit, gap 0.2 Ry: 4.171e-04
deviation from limit, gap 0.1 Ry: 1.045e-04
ratio of deviations: 3.990390
fixed unequal f, |p| at gap 0.02 Ry: 3.695424
fixed unequal f, |p| at gap 0.01 Ry: 7.314382
rounding error, plain quotient: 1.0e-07
rounding error, sinh form: 4.4e-16
```
